\section*{Matching a Metal to a Monolayer: Supercells, Shared Strain and Band Edges}

\section{A contact that does not repeat}

A metal film lies on a semiconducting monolayer. The metal surface has a square lattice and the monolayer a hexagonal one, so the free pair has no common two-dimensional cell. A calculation with periodic boundary conditions needs one, and it gets it by straining one partner or both. Strain moves the band edges of the monolayer, and the barrier for carriers entering from the metal is measured from those edges. Part of a computed barrier may therefore come from the chosen cell. Three questions follow: which cells are possible within stated strain limits, which of them are really different, and how far does each one move the valence and conduction edges?

Hartree atomic units are used. The metal lattice constant is $5.4$ bohr and that of the layer is $6.2$ bohr. These and all later parameters are round model values. The primitive vectors are the columns of
\begin{equation}
A=5.4\begin{pmatrix}1&0\\0&1\end{pmatrix},\qquad
B=6.2\begin{pmatrix}1&1/2\\0&\sqrt3/2\end{pmatrix},
\end{equation}
and the columns of $B$ are called $b_1,b_2$.

\section{One match by hand}

Lay a metal axis along $b_1$. Six metal spacings measure $32.4$ bohr and five layer spacings $31.0$ bohr. At right angles, the layer vector $2b_2-b_1$ has length $6.2\sqrt3=10.74$ bohr, against $10.8$ bohr for two metal spacings. This suggests a rectangular cell with integer matrices
\begin{equation}
N=\begin{pmatrix}5&-1\\0&2\end{pmatrix},\qquad
M=\begin{pmatrix}6&0\\0&2\end{pmatrix},
\end{equation}
where $BN$ holds the layer supercell vectors and $AM$ those of the metal. It contains $\det N=10$ layer cells and $\det M=12$ metal cells.

The map that carries the free metal onto the free layer satisfies $TAM=BN$, so
\begin{equation}
T=BQA^{-1},\qquad Q=NM^{-1}=\begin{pmatrix}5/6&-1/2\\0&1\end{pmatrix}.
\label{eq:T}
\end{equation}
Multiplying out, the off-diagonal element of $BQ$ is $6.2(-\tfrac12+\tfrac12)=0$, and
\begin{equation}
T=\begin{pmatrix}31.0/32.4&0\\0&10.74/10.8\end{pmatrix}.
\end{equation}
The logarithms of the two stretches are $h_x=-0.04417$ and $h_y=-0.00569$. Logarithmic strain is used throughout because successive stretches along one axis then add.

Is the cell as small as it can be? A metal lattice point with integer coordinates $x$ falls on a layer lattice point when $Qx$ is an integer vector. Here this means that $5x_1/6-x_2/2$ is an integer, or $5x_1-3x_2\equiv0$ modulo 6. The vector $x=(3,1)$ qualifies, since $15-3=12$, and so does $(6,0)$. They span a cell of $6$ metal cells. Their images $Qx=(2,1)$ and $(5,0)$ span $5$ layer cells. The rectangle was a centred cell, twice too large. Both descriptions have the same $Q$, and this observation removes the first kind of repeat.

\section{Who takes the strain}

Let $F_m$ deform the metal, including its rotation, and let $F_l$ deform the layer. The strained supercells coincide when $F_mAM=F_lBN$. Since $BN=TAM$ and $AM$ is invertible,
\begin{equation}
F_m=F_lT.
\label{eq:match}
\end{equation}
Write $T=e^{H}R$, with $R$ a rotation (the twist) and $H=\tfrac12\ln(TT^{\mathsf T})$ symmetric, with eigenvalues $h_i$. If both partners are strained along the axes of $H$, then $F_m=e^{H_m}R$ and $F_l=e^{H_l}$, and \eqref{eq:match} becomes
\begin{equation}
H_m-H_l=H.
\label{eq:split}
\end{equation}
A negative $h$ means that the metal is too long: it must shrink, or the layer must stretch.

Let every principal strain be at most $a_m=0.03$ in the metal and $a_l=0.02$ in the layer, in magnitude. Strain costs energy, modelled per unit area by
\begin{equation}
J=\tfrac12\left(k_m|H_m|^2+k_l|H_l|^2\right),
\label{eq:J}
\end{equation}
where $|H|^2$ is the sum of squared principal strains, $k_m=0.24$ and $k_l=0.08$ hartree/bohr$^2$. Coupling between perpendicular strains is neglected.

On one axis, $h_l=h_m-h$. Setting the derivative of $k_mh_m^2+k_l(h_m-h)^2$ to zero gives $h_m=k_lh/(k_m+k_l)=h/4$: the stiffer partner takes the smaller share. The bounds $|h_m|\le a_m$ and $|h_m-h|\le a_l$ confine $h_m$ to an interval, and a convex parabola is least at the point of the interval nearest to its free minimum:
\begin{equation}
h_m=\operatorname{clip}\!\left[\frac{k_lh}{k_m+k_l};\;
\max(-a_m,h-a_l),\;\min(a_m,h+a_l)\right].
\label{eq:clip}
\end{equation}

In the example, $h_y/4=-0.00142$ is allowed, and the layer takes $+0.00427$. Along $x$ the free minimum $-0.01104$ would leave the layer with $+0.0331$, beyond its bound. The upper end of the interval is $-0.04417+0.02=-0.02417$, so the metal takes $-0.02417$ and the layer $+0.02$. The cost is
\begin{align}
J&=\tfrac12\big[0.24(0.02417^2+0.00142^2)+0.08(0.02^2+0.00427^2)\big]\nonumber\\
&=8.71\times10^{-5}\ \text{hartree/bohr}^2 .
\end{align}

\section{Why strain along common axes suffices}

The hand calculation assumed that both partners are strained along the axes of $H$. A general split need not do this, so two statements need proof.

\textbf{Admissibility.} A split within both bounds exists if and only if
\begin{equation}
\max_i|h_i|\le a_m+a_l .
\label{eq:adm}
\end{equation}
Suppose a split exists. From $T=F_l^{-1}F_m$, the largest stretch of a product is at most the product of the largest stretches, so $s_{\max}(T)\le e^{a_l}e^{a_m}$. The same argument for $T^{-1}=F_m^{-1}F_l$ gives $1/s_{\min}(T)\le e^{a_m+a_l}$. Logarithms give \eqref{eq:adm}. Conversely, if \eqref{eq:adm} holds, the choice $h_m=ha_m/(a_m+a_l)$, $h_l=-ha_l/(a_m+a_l)$ on each axis respects both bounds.

\textbf{Least cost.} Let $\alpha_1\ge\alpha_2$ be the logarithmic stretches of $F_m$, and $\beta_1\ge\beta_2$ those of $F_l^{-1}$, which are the layer strains with reversed sign. Put $c_i=\alpha_i+\beta_i$ and order $h_1\ge h_2$. The product inequality gives $h_1\le c_1$, and the determinant of $T=F_l^{-1}F_m$ gives $h_1+h_2=c_1+c_2$. Hence, for some $\lambda$ between 0 and 1,
\begin{equation}
h_1=\lambda c_1+(1-\lambda)c_2,\qquad h_2=(1-\lambda)c_1+\lambda c_2 .
\end{equation}
Let $\varphi(x)$ be the least value of $\tfrac12[k_my^2+k_l(x-y)^2]$ over $|y|\le a_m$, $|x-y|\le a_l$. Minimizing a jointly convex function over one variable in a convex region leaves a convex function, so $\varphi$ is convex. Then
\begin{equation}
J\ge\varphi(c_1)+\varphi(c_2)\ge\varphi(h_1)+\varphi(h_2).
\end{equation}
The first step holds because $y=\alpha_i$ is one allowed choice for $x=c_i$. The second adds the convexity inequalities for $h_1$ and $h_2$. The coaxial split \eqref{eq:clip} attains the right-hand side, so no other split is cheaper. In a numerical test, $106\,699$ random splits that met both bounds, with layer strain axes in arbitrary directions, included none cheaper than \eqref{eq:clip}.

Two limits show why the bounds are kept separate. If the layer must stay unstrained, $a_l=0$, the metal takes all of $h$. The five-cell match then fails, since $0.0442>0.03$. If the metal is rigid, $a_m=0$, it fails too, since $0.0442>0.02$. It exists only because the two partners share.

\section{Finding every match once}

\textbf{Complete search.} Each layer sublattice with $n$ cells has exactly one basis of the form
\begin{equation}
N=\begin{pmatrix}a&b\\0&d\end{pmatrix},\qquad ad=n,\quad 0\le b<a .
\end{equation}
For $n\le20$ there are 339 of them. Replace each basis by a short one, $c_1,c_2$, of the same sublattice. In any match the corresponding metal vectors are $v_i=T^{-1}c_i$, and all stretches of $T^{-1}$ lie between $e^{-g}$ and $e^{g}$ with $g=a_m+a_l$. Therefore
\begin{equation}
e^{-g}|c_i|\le|v_i|\le e^{g}|c_i| .
\end{equation}
Only finitely many metal lattice vectors lie in these rings. Trying all pairs with positive orientation, and testing \eqref{eq:adm} on $T=(c_1\,c_2)(v_1\,v_2)^{-1}$, misses nothing up to the chosen $n$. The short basis only keeps the lists small.

\textbf{Repeats of cell choice.} A change of supercell basis by a unimodular $U$ gives $(NU)(MU)^{-1}=NM^{-1}$. Larger cells of the same overlay also leave $Q$ unchanged. Conversely, $Q$ fixes $T$ by \eqref{eq:T}, and with it the whole overlay. So $Q$, written with integers in lowest terms, is the label of a match. If $n$ is visited in ascending order, the first cell found for a given $Q$ is the primitive one.

\textbf{Repeats by symmetry.} A point operation $S_A$ that maps the metal onto itself acts on integer coordinates as $S_AA=AW_A$, and likewise $S_BB=BW_B$ for the layer. Applying both gives
\begin{equation}
T'=S_BTS_A^{-1}=B\,(W_BQW_A^{-1})\,A^{-1}.
\label{eq:sym}
\end{equation}
Thus $Q$ and $W_BQW_A^{-1}$ describe the same interface, turned or mirrored as a whole, apart from a lateral shift, which is not treated here. Both operations must be rotations or both reflections, so that $\det T$ stays positive. The square metal has eight operations and the layer, with two different sites, has six, which makes 24 allowed pairs. From $T'T'^{\mathsf T}=S_BTT^{\mathsf T}S_B^{\mathsf T}$ follows $H'=S_BHS_B^{\mathsf T}$: the principal strains are equal, and so are the band edges.

For example, turn the metal by a quarter and the layer by $240^\circ$:
\begin{equation}
\begin{pmatrix}0&1\\-1&-1\end{pmatrix}
\begin{pmatrix}5/6&-1/2\\0&1\end{pmatrix}
\begin{pmatrix}0&1\\-1&0\end{pmatrix}
=\begin{pmatrix}-1&0\\1/2&-5/6\end{pmatrix}.
\end{equation}
This is the $Q$ that represents the smallest cell in the search below, so that cell is our hand example in another orientation. Its class has 12 members, not 24, because reflecting $x\to-x$ in both partners leaves $T$ unchanged.

The search to $n=20$ gives $1056$ admissible supercells, of which $744$ have distinct $Q$; the other $312$ are larger cells of overlays already found. The $744$ fall into $35$ classes. Two tests support these counts. A separate enumeration of rational matrices $Q=K/m$ gave the same $96$ matches up to $n=12$. A rotation-invariant overlap of the two atomic patterns, computed for all $744$ matches, took $35$ distinct values.

In short, the procedure is:
\begin{enumerate}
\item List the layer sublattices by ascending $n$ and shorten their bases.
\item Form all pairs of metal vectors in the two rings and keep those that satisfy \eqref{eq:adm}.
\item Store each $Q$ once, with its first cell.
\item Keep one $Q$ from each set related by \eqref{eq:sym}.
\item Split the strain by \eqref{eq:clip}, and keep a class if no other cell of equal or smaller $n$ has a lower or equal $J$.
\item Compute the band edges of the layer under $H_l$.
\end{enumerate}

\section{Band edges of the strained layer}

The layer model has two sites, X and Y, on a honeycomb. Its site energies on a fixed vacuum scale are $E_X=-0.14$ and $E_Y=-0.22$ hartree. Hopping joins nearest neighbours X--Y ($t=0.03$), Y--Y pairs at distance $6.2$ bohr ($t_Y=-0.003$), and X--X pairs at $\sqrt3$ times that distance ($t_X=0.004$ hartree). Under strain the site energies change by $-g_X\operatorname{tr}H_l$ and $-g_Y\operatorname{tr}H_l$, with $g_X=0.05$ and $g_Y=0.02$ hartree. A hopping varies with bond length $r$ as $e^{-\beta(r/r_0-1)}$, with $\beta=3$. The atoms keep their fractional positions. For a bond along the unit vector $\hat n$, $r/r_0=1+\hat n\cdot H_l\hat n$ to first order, so
\begin{equation}
\delta t=-\beta t\;\hat n\cdot H_l\hat n .
\end{equation}

An edge is a stationary point of the band in the wavevector. At fixed fractional wavevector, a small displacement of that point changes its energy only at second order. The first-order shift is therefore the expectation value of the change of the Hamiltonian in the unstrained edge state. If several valleys are degenerate, the conduction edge follows the lowest of them and the valence edge the highest.

\textbf{Valence edge at K.} The three X--Y phases cancel, so the state lives on Y alone. The six Y--Y neighbours each have phase factor $-\tfrac12$ (real part), giving $E_v=E_Y-3t_Y=-0.211$ hartree. Strain makes the X--Y sum nonzero at first order, but across a finite gap this affects the energy only at second order. For six directions $60^\circ$ apart, $\sum\hat n\cdot H_l\hat n=3\operatorname{tr}H_l$. Hence
\begin{align}
\delta E_v&=-g_Y\operatorname{tr}H_l-\beta t_Y\left(-\tfrac12\right)3\operatorname{tr}H_l
=D_K\operatorname{tr}H_l,\\
D_K&=-g_Y+\tfrac32\beta t_Y=-0.0335\ \text{hartree}.
\end{align}
A shear that preserves the area has no first-order effect. Numerically, the slope of the valence edge under the shear $\operatorname{diag}(1,-1)$, of either sign, was zero to within $1.3\times10^{-6}$ hartree. The leading remainder is of second order: doubling the shear from $0.002$ to $0.004$ multiplied the valence shift by $4.000$, after averaging over both signs of the shear to cancel the odd orders.

\textbf{Conduction edge at M.} There are three M valleys. Take the one whose direction $\Gamma$--M is $y$. All phase factors are $\pm1$, and the sums give the matrix
\begin{equation}
\begin{pmatrix}E_X-2t_X&t\\t&E_Y-2t_Y\end{pmatrix}
=\begin{pmatrix}-0.148&0.03\\0.03&-0.214\end{pmatrix}.
\end{equation}
With half-difference $\delta=0.033$ and $W=\sqrt{\delta^2+t^2}=0.0446$, the upper level is $-0.181+W=-0.1364$ hartree. A search of the whole zone confirms that this is the conduction minimum. The weight on X is $w_X=\tfrac12(1+\delta/W)=0.870$, and $w_Y=0.130$. Both amplitudes have the same sign, and twice their product is $t/W=0.673$.

Next come the sums of phase factor times squared direction cosines, written as (parallel, perpendicular) to $\Gamma$--M:
\begin{align}
\text{X--X:}&\quad 2\left[(1,0)-2\left(\tfrac14,\tfrac34\right)\right]=(1,-3),\nonumber\\
\text{Y--Y:}&\quad 2\left[(0,1)-2\left(\tfrac34,\tfrac14\right)\right]=(-3,1),\\
\text{X--Y:}&\quad 2\left(\tfrac14,\tfrac34\right)-(1,0)=\left(-\tfrac12,\tfrac32\right).\nonumber
\end{align}
Each is multiplied by $-\beta$ times its hopping, and the site terms are added:
\begin{align}
D_\parallel&=w_X(-g_X-\beta t_X)+w_Y(-g_Y+3\beta t_Y)+\frac tW\,\frac{\beta t}{2}
=-0.0298,\\
D_\perp&=w_X(-g_X+3\beta t_X)+w_Y(-g_Y-\beta t_Y)-\frac tW\,\frac{3\beta t}{2}
=-0.1044
\end{align}
hartree. The valley shift is $D_\parallel H_\parallel+D_\perp H_\perp$, where $H_\parallel,H_\perp$ are the layer strains along and across $\Gamma$--M. The large $D_\perp$ comes mainly from the X--Y hopping, whose term alone is $-0.091$ hartree.

\section{Reading the two selected cells}

Of the 35 classes, two survive the comparison of size and cost: the five-cell match, and one with $n=7$, $m=8$ and $J=1.6\times10^{-6}$ hartree/bohr$^2$. The second replaces $5{:}6$ by $7{:}8$ along $b_1$, where $43.4$ bohr meets $43.2$ bohr. No cell up to $n=20$ costs less.

\textbf{Five cells.} The layer strains are $0.02$ along $x$ and $0.00427$ along $y$, with trace $0.02427$. To first order, $\delta E_v=-0.0335\times0.02427=-0.00081$ hartree. The M valley along $y$ moves by
\begin{equation}
-0.0298\times0.00427-0.1044\times0.02=-0.00222\ \text{hartree}.
\end{equation}
The other two valleys lie $30^\circ$ from the $x$ axis. For them $H_\parallel=\tfrac34(0.02)+\tfrac14(0.00427)=0.01607$ and $H_\perp=0.00820$, which gives $-0.00133$ hartree. The edge is therefore the valley along $y$. Full diagonalization gives $-0.000805$ and $-0.002163$ hartree, or $-21.9$ and $-58.9$ meV. The linear conduction shift is too large by $2.4\%$ of the full one. The gap shrinks by $37$ meV.

\textbf{Seven cells.} The layer is compressed by $0.00346$ along $x$ and stretched by $0.00427$ along $y$. The trace nearly cancels, and the valence edge moves by only $-0.00003$ hartree. The valley along $y$ now rises by $0.00023$ hartree, while the other two fall by $0.00020$. The conduction edge has changed valleys, and it moves between seven and eight times as far as the valence edge although the area hardly changes. In this model, with the atoms at fixed fractional positions, area strain alone would be a poor measure of the quality of this cell.

If the layer took the whole mismatch of the five-cell match, in breach of its bound, the edges would move by $-44.4$ and $-122.9$ meV. With the cell unchanged, sharing the strain halves both shifts, roughly. An edge shift therefore means little unless the split is reported with it.

\section{Beside a real contact}

The layer's lattice constant, its gap of about 2 eV and its stiffness are of the order found in transition-metal dichalcogenide monolayers. The conduction minimum at M is not typical of them; in many it lies at K. The gaps of K-valley layers such as MoS$_2$ also respond more strongly, by roughly 100 meV per percent of equal biaxial strain, where this model gives about 18 meV. The $37$ meV gap change of the five-cell match is thus likely to understate that of such a layer at the same strain.

Fixed fractional positions are a limit of the model. Unequal strains let the Y sublattice shift against the X sublattice, which changes the X--Y bonds that dominate $D_\perp$. If the shift made the three bonds equal in length, the X--Y sum would be $\left(\tfrac12,\tfrac12\right)$, giving $D_\parallel=-0.090$ and $D_\perp=-0.044$ hartree, and the order of the M valleys would be reversed in both cells. Which valley forms the edge, and how far it moves, therefore depends on internal relaxation.

Another assumption that a real contact can break is the common period itself. A weakly bound layer can stay incommensurate and nearly unstrained. The $-59$ meV is then a product of the cell, and the correct strain shift is near zero. If this error passed fully into the electron barrier with everything else fixed, thermionic emission at 300 K, where $k_BT$ is about 26 meV, would be too large by a factor of about ten into the lowest valley. The other two valleys drop by only $36$ meV, a factor of about four each, so the average over the three valleys is about six. The metal is strained as well, by $2.4\%$ along $x$ in this cell; any resulting change of its work function also enters the barrier and is not computed here. With strong bonding, charge transfer, interface dipoles and new interface states move the barrier as well, possibly by tenths of an electronvolt, and the edges of an isolated layer no longer determine it. The linear formulas can also fail when a valley of another kind, not at K or M respectively, lies within the strain shift of the edge; the whole zone must then be searched again, as was done for the full values here.

\section*{Table of computed values}
\begin{verbatim}
lattice constants: metal 5.4 bohr, layer 6.2 bohr
log-strain bounds: metal 0.03, layer 0.02
stiffness: metal 0.24, layer 0.08 hartree/bohr^2
site energies X,Y: -0.14, -0.22 hartree; area terms 0.05, 0.02 hartree
hoppings XY,XX,YY: 0.03, 0.004, -0.003 hartree; decay 3.0
largest layer index 20; layer sublattices 339
raw hits 1056; distinct Q 744; classes 35
independent check to index 12: 96 distinct Q
distinct atomic fingerprints: 35
feasible random splits tested: 106699
free edges: valence -0.211000, conduction -0.136402 hartree
free gap: 0.074598 hartree
X weight of conduction state at M: 0.86997
D at K: -0.033500 hartree per unit strain trace
D at M parallel, perpendicular: -0.029779, -0.104421 hartree
largest edge-slope error: 1.27e-06 hartree
valence shear shift ratio on doubling strain: 3.99997
front size: 2 classes
cell n=5, m=6: twist 0.0000 deg, J 8.7081e-05 hartree/bohr^2
  log strain layer [0.02     0.004268], metal [-0.024171 -0.001423]
  linear dEv,dEc -0.000813, -0.002216 hartree; full -0.000805, -0.002163 hartree
cell n=7, m=8: twist 0.0000 deg, J 1.6116e-06 hartree/bohr^2
  log strain layer [ 0.004268 -0.003464], metal [-0.001423  0.001155]
  linear dEv,dEc -0.000027, -0.000198 hartree; full -0.000026, -0.000197 hartree
smallest cell N [[2, -1], [-1, 3]], M [[-2, 1], [0, -3]]
its Q numerator (-6, 0, 3, -5), denominator 6; members 12
its total log mismatch: [-0.044171 -0.005691]
its layer strain tensor xx,yy,xy: 0.008201, 0.016067, 0.006812
its full shifts: dEv -21.91 meV, dEc -58.86 meV
its gap change: -36.95 meV
if layer takes all: dEv -44.39 meV, dEc -122.88 meV
\end{verbatim}
